\section*{Sheet Conductance of the Cu(111) Surface State Beside a Copper Film}

\section*{Problem}

A clean Cu(111) face carries a Shockley surface state: a band of electrons bound to the face and free to move along it. Take the band as parabolic and isotropic, with its bottom $E_0=0.40$~eV below the Fermi level and mass $m=0.40\,m_e$. These are rough room-temperature values. Let the transport mean free path in this band be $l=10$~nm.

\begin{enumerate}
\item Find the sheet conductance $G_s$ of the surface state.
\item Find the sheet conductance $G_f$ of a copper film of thickness $t=10$~nm whose faces scatter diffusely. Consider an internal mean free path $L=39$~nm, roughly that of bulk copper at room temperature, and $L=10$~nm, to represent strong grain scattering.
\item Show that one surface state contributes less than one percent of $G_f$ in both films, and find when this ceases to be true.
\end{enumerate}

The length $L$ includes scattering by phonons and grain boundaries, but not by the faces. Copper is treated as a free-electron metal with one conduction electron per atom and lattice constant $0.361$~nm. Scattering is taken to randomise the direction of motion, so that an electron passing between the surface band and the film carries no drift across. The two conductances then add in parallel.

\section*{Solution}

\subsection*{1. The surface state}

Measure energy from the Fermi level:
\begin{equation}
\varepsilon(k)=-E_0+\frac{\hbar^2k^2}{2m}.
\end{equation}
Setting $\varepsilon=0$ gives the Fermi wave number
\begin{equation}
k_s=\frac{\sqrt{2mE_0}}{\hbar}=2.05~\mathrm{nm^{-1}} .
\end{equation}

Apply a weak field $\mathcal E$ along $x$. The electron charge is $-e$, so $\hbar\dot k_x=-e\mathcal E$. In the steady state, the change of the occupation $f$ caused by the field balances its relaxation in a time $\tau$:
\begin{equation}
-\frac{e\mathcal E}{\hbar}\frac{\partial f_0}{\partial k_x}=-\frac{\delta f}{\tau}.
\end{equation}
Here $f_0$ is the equilibrium occupation and $\delta f$ the deviation from it. Since $\partial f_0/\partial k_x=\hbar v_x\,\partial f_0/\partial\varepsilon$,
\begin{equation}
\delta f=e\mathcal E\tau v_x\frac{\partial f_0}{\partial\varepsilon}.
\end{equation}
The current per unit width is $-2e\int v_x\,\delta f\,d^2k/(2\pi)^2$, the factor 2 counting spin. Division by $\mathcal E$ gives
\begin{equation}
G_s=2e^2\int\frac{d^2k}{(2\pi)^2}\,\tau v_x^2\left(-\frac{\partial f_0}{\partial\varepsilon}\right).
\end{equation}

Three replacements reduce this integral. The average of $v_x^2$ over angle is $v^2/2$; the remaining measure is $k\,dk/2\pi$, with $dk=d\varepsilon/\hbar v$; and $\tau=l/v$. All powers of $v$ cancel:
\begin{align}
G_s&=2e^2\int d\varepsilon\,\frac{k}{2\pi\hbar v}\,\frac{l}{v}\,\frac{v^2}{2}\left(-\frac{\partial f_0}{\partial\varepsilon}\right)\nonumber\\
&=\frac{e^2}{h}\,l\int d\varepsilon\,k(\varepsilon)\left(-\frac{\partial f_0}{\partial\varepsilon}\right).
\label{eq:thermal}
\end{align}
At low temperature the last factor is a narrow peak of unit area at $\varepsilon=0$, so
\begin{equation}
G_s=\frac{e^2}{h}\,k_s l .
\label{eq:gs}
\end{equation}
For a given $l$, the mass and the band depth enter through $k_s$ alone. With $e^2/h=0.03874$~mS,
\begin{equation}
G_s=0.03874\times2.049\times10=0.794~\mathrm{mS},
\end{equation}
or a sheet resistance of about $1260~\Omega$.

The effect of temperature follows from \eqref{eq:thermal}. The bulk metal holds the Fermi level fixed, and near it
\begin{equation}
k(\varepsilon)=k_s\sqrt{1+\frac{\varepsilon}{E_0}}
\simeq k_s\left(1+\frac{\varepsilon}{2E_0}-\frac{\varepsilon^2}{8E_0^2}\right).
\end{equation}
The thermal peak is even in $\varepsilon$, so the linear term averages to zero. The mean of $\varepsilon^2$ over the peak is $\pi^2(k_BT)^2/3$. At fixed $l$ the relative change is therefore
\begin{equation}
\frac{\delta G_s}{G_s}\simeq-\frac{\pi^2}{24}\left(\frac{k_BT}{E_0}\right)^2,
\end{equation}
which is about $-0.2$ percent at 300~K. Thermal smearing can be ignored here.

\subsection*{2. The film without face scattering}

The cubic cell of copper holds four atoms, so the electron density is $n=4/(0.361~\mathrm{nm})^3=85.0~\mathrm{nm^{-3}}$. Filling a sphere in wave-vector space with two spins per state gives $n=k_F^3/3\pi^2$, hence
\begin{equation}
k_F=(3\pi^2n)^{1/3}=13.60~\mathrm{nm^{-1}} .
\end{equation}

The film can be built from two-dimensional bands like the one just treated. Between hard walls a distance $t$ apart, the wave number normal to the film is $j\pi/t$, with $j=1,2,\dots$. The in-plane Fermi wave number of subband $j$ obeys
\begin{equation}
k_j^2=k_F^2-\left(\frac{j\pi}{t}\right)^2 .
\end{equation}
The relaxation time is common to all subbands, $\tau=L/v_F$. An electron with in-plane speed $\hbar k_j/m_e$ thus covers an in-plane path $Lk_j/k_F$. Using \eqref{eq:gs} for each subband,
\begin{equation}
G_0=\frac{e^2}{h}\frac{L}{k_F}\sum_j\left[k_F^2-\left(\frac{j\pi}{t}\right)^2\right].
\end{equation}
There are about $k_Ft/\pi=43$ terms. Put $q=j\pi/t$, whose spacing is $\pi/t$, and replace the sum by an integral:
\begin{equation}
\sum_j\left(k_F^2-q^2\right)\simeq\frac{t}{\pi}\int_0^{k_F}(k_F^2-q^2)\,dq=\frac{2k_F^3t}{3\pi}.
\end{equation}
Therefore
\begin{equation}
G_0=\frac{e^2}{h}\,\frac{2k_F^2}{3\pi}\,tL .
\label{eq:g0}
\end{equation}
This gives $593$~mS for $L=39$~nm and $152$~mS for $L=10$~nm.

The integral overcounts slightly. The sum starts at $j=1$, whereas the trapezoidal rule for the integral also contains half of the $j=0$ term, $k_F^2/2$. Relative to the integral, the missing part is $3\pi/(4k_Ft)$, or 1.7 percent. The explicit sum at fixed $k_F$ is lower by this amount.

\subsection*{3. Scattering at the faces}

Follow an electron backwards along its path. Drift acquired from the field a distance $s$ earlier survives internal scattering with probability $e^{-s/L}$. At each face a fraction $p$ of the drift survives, because a specular reflection leaves the in-plane velocity unchanged and a diffuse one destroys the drift. The length $L$ is thus replaced by
\begin{equation}
\Lambda=\int_0^\infty e^{-s/L}\,p^{N(s)}\,ds,
\end{equation}
where $N(s)$ is the number of bounces met within the distance $s$.

Let $u>0$ be the cosine of the angle between the path and the film normal, and $\zeta t$ the distance from the face that the electron last left. The first segment has length $\zeta t/u$ and each earlier one has length $t/u$. Define
\begin{equation}
\kappa=\frac tL,\qquad a=e^{-\kappa\zeta/u},\qquad b=e^{-\kappa/u}.
\end{equation}
Integrating segment by segment and summing the geometric series,
\begin{align}
\frac{\Lambda}{L}&=1-a+\sum_{N=1}^{\infty}p^N a\,b^{N-1}(1-b)\nonumber\\
&=1-a+\frac{pa(1-b)}{1-pb}\nonumber\\
&=1-a\,\frac{(1-pb)-p(1-b)}{1-pb}
=1-a\,\frac{1-p}{1-pb}.
\end{align}

Averaging over depth affects only $a$:
\begin{equation}
\int_0^1e^{-\kappa\zeta/u}\,d\zeta=\frac u\kappa(1-b).
\end{equation}
The current is weighted by $v_x^2$, which is proportional to $1-u^2$ after averaging over the azimuth. Since $\int_0^1(1-u^2)\,du=2/3$, the normalised weight is $\frac32(1-u^2)$. The film conductance is $G_f=G_0F$, with
\begin{equation}
F=1-\frac{3(1-p)}{2\kappa}\int_0^1(u-u^3)\,\frac{1-e^{-\kappa/u}}{1-p\,e^{-\kappa/u}}\,du .
\label{eq:F}
\end{equation}

Diffuse faces are the least favourable case for the claim. The factor $(1-p)/(1-pb)$ has the derivative $-(1-b)/(1-pb)^2$ with respect to $p$, which is negative, so $F$ grows with $p$. Setting $p=0$ gives the smallest $G_f$ in this model.

Two limits show how \eqref{eq:F} behaves. In a thick film, $\kappa\gg1$, the exponentials are negligible and $\int_0^1(u-u^3)\,du=1/4$, so
\begin{equation}
F\simeq1-\frac{3(1-p)}{8\kappa}.
\end{equation}
In the opposite limit, $\kappa\ll1$ with $p=0$, the depth-averaged path in units of $L$ is $1-(u/\kappa)(1-e^{-\kappa/u})\simeq\kappa/2u$ for $u\gg\kappa$. The range $\kappa<u<1$ then gives, to leading logarithm,
\begin{equation}
F\simeq\frac32\int_\kappa^1\frac{\kappa}{2u}\,du=\frac{3\kappa}{4}\ln\frac1\kappa .
\end{equation}
Hence $G_f\simeq(e^2/h)(k_F^2t^2/2\pi)\ln(L/t)$. Electrons moving nearly parallel to the faces carry the slow logarithmic growth with $L$.

Neither limit is accurate for the present films, so \eqref{eq:F} is integrated by adaptive quadrature. For $p=0$,
\begin{align}
L=39~\mathrm{nm}:&\quad F=0.372,\quad G_f=593\times0.372=221~\mathrm{mS},\\
L=10~\mathrm{nm}:&\quad F=0.684,\quad G_f=152\times0.684=104~\mathrm{mS}.
\end{align}

\subsection*{4. The share of the surface state}

Dividing \eqref{eq:gs} by $G_0F$ gives
\begin{equation}
\frac{G_s}{G_f}=\frac{3\pi k_sl}{2k_F^2\,tLF}.
\label{eq:ratio}
\end{equation}
For the two films,
\begin{equation}
\frac{0.794}{221}=0.36\%,\qquad\frac{0.794}{104}=0.76\% .
\end{equation}
Both are below one percent, as was to be shown.

The smallness has a simple origin. Put $l=L$ and $F=1$, so that the mean free path cancels. Equation \eqref{eq:ratio} becomes
\begin{equation}
\frac{G_s}{G_0}=\frac{k_s}{\frac23k_F}\,\frac{\pi}{k_Ft}
\simeq0.226\times\frac1{43.3}=0.52\% .
\end{equation}
The surface state is one channel beside about 43, and its Fermi circle is small: at equal mean free path and without face scattering, it conducts about a quarter as well as an average subband.

To find where the claim fails, hold $t=l=10$~nm and $p=0$ fixed and vary $L$. For a path that began at a face a distance $s$ back, $\Lambda=L(1-e^{-s/L})$. With $x=s/L$,
\begin{equation}
\frac{\partial\Lambda}{\partial L}=1-(1+x)e^{-x}>0,
\end{equation}
because $e^x>1+x$ for $x>0$. The film conductance therefore rises steadily with $L$, and the share crosses one percent once. A numerical root search puts the crossing at $L=6.8$~nm. If both faces carry the state, the share doubles and the crossing moves to $L=20$~nm.

The same condition can be stated without a model of the film. Its resistivity is $\rho_f=t/G_f$, so $G_s/G_f<0.01$ means
\begin{equation}
\rho_f<\frac{t}{100\,G_s}=\frac{10~\mathrm{nm}}{79.4~\mathrm{mS}}=12.6~\mu\Omega\,\mathrm{cm}.
\end{equation}
With a state on both faces the limit is half as large, $6.3~\mu\Omega\,$cm.

\begin{center}
\begin{tabular}{ccccc}
\hline
$L$ & $G_f$ & $\rho_f$ & one face & both faces\\
(nm) & (mS) & ($\mu\Omega\,$cm) & (\%) & (\%)\\
\hline
39 & 221 & 4.5 & 0.36 & 0.72\\
20 & 159 & 6.3 & 0.50 & 1.00\\
10 & 104 & 9.6 & 0.76 & 1.53\\
6.8 & 79 & 12.6 & 1.00 & 2.00\\
\hline
\end{tabular}
\end{center}

All rows have $t=l=10$~nm and $p=0$. The third row shows that the one-percent statement needs its qualification: in the strongly scattering film it holds for one face but not for two.

\section*{How firm is the estimate?}

\paragraph{Band parameters.} If the band bottom lay 0.05~eV deeper, $G_s$ would rise by 6 percent of its value. A bound that avoids $E_0$ and $m$ comes from the bulk Fermi surface. The surface state exists in a gap of the bulk states seen along the $[111]$ direction. At the Fermi level this gap has the radius of the neck where the Fermi surface meets the zone boundary, roughly $0.19\,k_F=2.58~\mathrm{nm^{-1}}$. A state inside the gap must have a smaller $k_s$, so for $l=10$~nm
\begin{equation}
G_s<0.03874\times2.585\times10=1.00~\mathrm{mS}.
\end{equation}
This limits the share to 0.45 percent for $L=39$~nm and 0.96 percent for $L=10$~nm, with the free-electron $G_f$.

\paragraph{Fermi surface of the film.} The necks also remove area from the sphere. A cap of angular radius $\theta$ covers a fraction $(1-\cos\theta)/2$ of it. Eight caps with $\sin\theta=0.19$ cover $4(1-\cos\theta)=7.3$ percent, which sets the scale of the resulting loss in $G_f$. With that loss the neck bound for $L=10$~nm would slightly exceed one percent, so in that film the claim rests on the actual band parameters and not on the bound alone.

\paragraph{Semiclassical transport.} The surface relaxation time is $\tau=l/v_s=17$~fs, where $v_s=\hbar k_s/m=5.9\times10^5$~m/s. The level broadening $\hbar/\tau$ is 39~meV, a tenth of the band depth. Quantum corrections to the Boltzmann result are governed by $1/(k_sl)$, here 5 percent; this is a scale, not a computed correction. Its leading part, weak localisation, lowers $G_s$, so counting it below as a rise is a cautious allowance.

\paragraph{Combined effect.} Let the deeper band and the quantum scale both raise $G_s$, and let the necks and the discrete subbands both lower $G_f$. The term missing from the subband sum belongs to motion parallel to the faces, where the whole path $L$ survives. With diffuse faces its relative weight is therefore larger by $1/F$: for $L=10$~nm the loss at fixed $k_F$ is $1.73/0.684=2.5$ percent. At fixed electron number $k_F$ rises slightly and the loss is smaller, so this value is on the cautious side. For this film and one face the share becomes
\begin{equation}
0.763\%\times\frac{1.061\times1.049}{0.927\times0.975}=0.94\% .
\end{equation}
It stays below one percent, though with little room. The mean free path matters more: $G_s$ is proportional to $l$, so at fixed $L$, and without the corrections above, this film reaches one percent already at $l=13$~nm, and the film with $L=39$~nm does so at $l=28$~nm. With all four corrections applied, the film with $L=10$~nm reaches it at $l=10.6$~nm. The value $l=10$~nm is an assumption, and on a clean, well-ordered face the path is probably longer. Photoemission gives an electron-phonon coupling of roughly $\lambda=0.14$ for this state. The estimate $\hbar/\tau\simeq2\pi\lambda k_BT=23$~meV at 300~K, which takes the quasiparticle lifetime as the transport time, then gives $l\approx17$~nm. The share for one face would be 0.62 percent for $L=39$~nm but 1.3 percent for $L=10$~nm. In the strongly scattering film the claim therefore needs steps, defects or grain boundaries to shorten $l$ as well.

\paragraph{Real copper films.} A resistivity of several to about ten $\mu\Omega\,$cm is a reasonable rough range for copper films near this thickness, and the two model films lie within it. Rougher or finer-grained films can exceed $12.6~\mu\Omega\,$cm; the share would then pass one percent if $l$ remained 10~nm. The same disorder may well shorten $l$ too, but that is a conjecture here. Copper interconnects do not have the clean face assumed here. Their copper is covered by a liner, cap or dielectric, which can shift the surface state or remove it. If it is removed, its contribution falls from 0.79~mS to zero.

\paragraph{Detecting the state by resistance.} A coating can also change the specularity of the faces. Take the film with $L=39$~nm and raise $p$ on both faces from zero until \eqref{eq:F} increases $G_f$ by $0.794$~mS. The root is $p=0.0043$. If only the coated face changes and the other stays diffuse, the root is $p=0.0086$. In this film a rise of less than one percentage point in the specularity of one face thus offsets the complete loss of its surface state. In the film with $L=10$~nm the faces matter less, and the one-face root is $p=0.039$. A measured change in film resistance upon coating does not by itself identify the surface-state contribution; the change in specularity must be known separately, with an error well below 0.0086 when one face of this film is coated.
